# Splitting of a 180-degree ferroelectric wall near a first-order transition

## What scaling and symmetry fix

Let the polarization \(P\) point along one axis and vary along a perpendicular coordinate \(x\). Then \(\nabla\cdot\mathbf P=0\), so the wall carries no bound charge, and the energy density is

\[
f=\tfrac a2P^2-\tfrac b4P^4+\tfrac c6P^6+\tfrac g2\Big(\frac{dP}{dx}\Big)^2,\qquad a=\frac{T-T_0}{\varepsilon_0C},
\]

with \(b,c,g>0\) and \(C\) the Curie constant. The paraelectric and ferroelectric states coexist when a uniform state with \(P\neq0\) has \(f=0\) and \(df/dP=0\). With \(u=P^2\) these conditions read

\[
a-\tfrac b2u+\tfrac c3u^2=0,\qquad a-bu+cu^2=0 .
\]

Subtracting the second from the first gives \(\tfrac b2u=\tfrac{2c}3u^2\), hence

\[
P_c^2=\frac{3b}{4c},\qquad a_c=bP_c^2-cP_c^4=\frac{3b^2}{16c}.
\]

Inverting, \(b=4a_c/P_c^2\) and \(c=3a_c/P_c^4\). Now measure \(P\) in \(P_c\), \(x\) in \(\xi_c=\sqrt{g/a_c}\) and energy density in \(a_cP_c^2\). With \(p=P/P_c\) and \(y=x/\xi_c\), the energy becomes

\[
\tfrac12p'^2+\varphi(p),\qquad \varphi=\tfrac\tau2p^2-p^4+\tfrac12p^6,\qquad \tau=\frac a{a_c}=\frac{T-T_0}{T_c-T_0}.
\]

One number is left, so every width is \(\xi_c\) times a function of \(\tau\), or of

\[
\delta=1-\tau=\frac{T_c-T}{T_c-T_0}.
\]

Symmetry suggests that function near \(T_c\). Suppose a layer with \(p\approx0\) and width \(d\) (in units of \(\xi_c\)) separates the two domains. Inside it \(p''\approx p\), so each domain's tail has decayed to about \(e^{-d/2}\) at the centre. Because the energy is even in \(p\), the tails interact at second order in this amplitude, as \(e^{-d}\). The layer's excess energy per unit width is proportional to \(\delta\). Balancing the two gives \(e^{-d}\propto\delta\), that is, \(d=\ln(1/\delta)+\text{const}\). Both derivations below give the constant as \(\ln4\):

\[
\boxed{\,d\simeq\xi_c\ln\frac{4(T_c-T_0)}{T_c-T}\,}
\]

## First derivation: integrating the wall

**Bulk states.** With \(u=p^2\), the condition \(\varphi'(p)=0\) for \(p\ne0\) is \(3u^2-4u+\tau=0\). Its larger root,

\[
u_s=\tfrac13\big(2+\sqrt{4-3\tau}\big),
\]

is the stable one: inserting \(\tau=4u_s-3u_s^2\) into \(\varphi''=\tau-12u_s+15u_s^2\) gives \(4u_s(3u_s-2)>0\). The same substitution gives \(\varphi_s=u_s^2(1-u_s)\), which is negative for \(\tau<1\), where \(u_s>1\).

**First integral.** Minimizing the energy gives \(p''=\varphi'(p)\). Multiplying by \(p'\) and integrating, with \(p'\to0\) in the domains,

\[
\tfrac12p'^2=\varphi(p)-\varphi_s .
\]

The right side is a cubic in \(u\) with a double root at \(u_s\), so it has the form

\[
\varphi-\varphi_s=\tfrac12(u_s-u)^2(u+q).
\]

The coefficient of \(u^2\) on the right is \(\tfrac12(q-2u_s)\) and must equal \(-1\), so \(q=2(u_s-1)\). The linear coefficient is then \(\tfrac12(u_s^2-2u_sq)=\tfrac12(4u_s-3u_s^2)=\tfrac\tau2\), and the constant is \(\tfrac12u_s^2q=-\varphi_s\), as required.

For \(\tau<1\), \(q>0\) and the rising wall obeys

\[
p'=(u_s-p^2)\sqrt{p^2+q}.
\]

For \(\tau>1\), \(q<0\). The first integral would then need \(p'^2<0\) at \(p=0\), so no stationary 180-degree wall exists.

**Integration.** Define \(s=p/\sqrt{p^2+q}\), so that \(p^2=qs^2/(1-s^2)\) and \(p^2+q=q/(1-s^2)\). Then

\[
s'=\frac{q\,p'}{(p^2+q)^{3/2}}=\frac{q(u_s-p^2)}{p^2+q}=u_s(1-s^2)-qs^2=u_s-(u_s+q)s^2 .
\]

With the origin at the wall centre, the solution is

\[
s=\sqrt{\frac{u_s}{u_s+q}}\,\tanh\frac y\ell,\qquad \frac1\ell=\sqrt{u_s(u_s+q)} .
\]

Write \(S=\sinh(y/\ell)\), so \(\tanh^2(y/\ell)=S^2/(1+S^2)\). Then

\[
p^2=\frac{qs^2}{1-s^2}=\frac{q\,u_sS^2}{(u_s+q)(1+S^2)-u_sS^2}=\frac{u_sS^2}{S^2+1+u_s/q}.
\]

In physical units, with \(P_s=P_c\sqrt{u_s}\) and \(\xi=\ell\xi_c\),

\[
P(x)=P_s\,\frac{\sinh(x/\xi)}{\sqrt{\sinh^2(x/\xi)+\Lambda}},\qquad \Lambda=1+\frac{u_s}{q}.
\]

**Where the shoulder begins.** Differentiating the squared slope with respect to \(u\),

\[
\frac{d}{du}\big[(u_s-u)^2(u+q)\big]=(u_s-u)(u_s-2q-3u).
\]

Moving away from the centre, the slope first rises if \(u_s>2q\), that is, if \(\Lambda>3\); otherwise it falls from the start. Since \(u_s(u_s-2q)=4u_s-3u_s^2=\tau\), the slope has two maxima if and only if \(\tau>0\), which means \(T>T_0\). This marks a change of shape, not yet two separate interfaces.

**Width.** Let \(d\) be the distance between the points where \(|P|=P_s/\sqrt2\). There \(S^2=\Lambda\), so

\[
d=2\xi\,\mathrm{arcsinh}\sqrt\Lambda .
\]

For small \(\delta\), \(\sqrt{4-3\tau}=\sqrt{1+3\delta}\) gives \(u_s=1+\tfrac12\delta-\tfrac38\delta^2+\dots\) and \(q=\delta-\tfrac34\delta^2+\dots\). Hence \(\Lambda=1/\delta+\tfrac94+\dots\) and \(\ell=1-\delta+\dots\). With \(2\,\mathrm{arcsinh}\sqrt\Lambda=\ln4\Lambda+1/(2\Lambda)+\dots\),

\[
\frac d{\xi_c}=\ln\frac4\delta-\delta\Big(\ln\frac4\delta-\frac{11}4\Big)+\dots
\]

The leading term is the boxed law.

**The separated interfaces.** Put \(y=d/2+z\) with \(d=\ln(4/\delta)\), and keep \(z\) fixed as \(\delta\to0\). Then \(S^2\simeq e^{2y}/4=e^{2z}/\delta\), and

\[
p^2\to\frac1{1+e^{-2z}} .
\]

Each half becomes a boundary of fixed thickness between \(p=0\) and \(p=1\), while the distance between the boundaries diverges. Around the centre \(p\simeq\sqrt\delta\,\sinh y\), so the material there sits in the paraelectric minimum.

A stricter measure of the layer is the width \(d_{10}\) of the region \(|P|<0.1P_s\). There \(S^2/(S^2+\Lambda)=0.01\), so \(d_{10}=2\xi\,\mathrm{arcsinh}\sqrt{\Lambda/99}\). It follows the same logarithm only once \(\Lambda\gg99\), and then \(d-d_{10}\to\xi_c\ln99\).

**The opposite limit.** For \(\tau\to-\infty\), \(u_s\to\sqrt{-\tau/3}\) and \(q\to2u_s\). Then \(\Lambda\to3/2\) and \(\xi\to\sqrt{g/|a|}\), and the wall is a single step with \(d\simeq2.06\,\xi\).

## Second derivation: two interfaces that repel

This route starts at coexistence and does not use the profile above.

**One interface.** At \(\tau=1\), \(\varphi=\tfrac12p^2(1-p^2)^2\), and a boundary between \(p=0\) and \(p=1\) obeys \(p'=p(1-p^2)\). For \(u=p^2\) this is \(u'=2u(1-u)\), so

\[
u=\frac1{1+e^{-2(y-y_0)}},
\]

with \(u=\tfrac12\) at \(y_0\) and a paraelectric tail \(p\simeq e^{y-y_0}\). Since \(\varphi=\tfrac12p'^2\), its energy is

\[
\int p'^2dy=\int_0^1p(1-p^2)\,dp=\tfrac14 .
\]

**Repulsion.** Hold the points \(p=\pm1/\sqrt2\) at \(y=\pm d/2\), still at \(\tau=1\). Between them \(\tfrac12p'^2-\varphi=\epsilon\) is constant, so the energy density \(\tfrac12p'^2+\varphi\) equals \(p'^2-\epsilon\), and

\[
E_{\rm in}=2\int_0^{1/\sqrt2}\sqrt{2\varphi+2\epsilon}\;dp-\epsilon d .
\]

Differentiate with respect to \(d\). The terms containing \(d\epsilon/dd\) multiply \(2\int dp/\sqrt{2\varphi+2\epsilon}-d\), which vanishes because \(dy=dp/p'\). What remains is \(dE_{\rm in}/dd=-\epsilon\). The parts outside the held points do not depend on \(d\).

In a wide layer \(p''\simeq p\), and the odd solution is \(p=A\sinh y\). Its growing part \(\tfrac A2e^y\) must match the tail \(e^{y-d/2}\), so \(A=2e^{-d/2}\). At the centre \(\varphi=0\), and therefore

\[
\epsilon=\tfrac12p'(0)^2=\tfrac12A^2=2e^{-d}.
\]

Integrating \(-\epsilon\) gives the repulsion energy \(2e^{-d}\). At \(d=10\), solving the held problem numerically gives 0.999 times this value.

**Cost of the layer.** For small \(\delta\), \(\varphi\) changes by \(-\tfrac\delta2p^2\), and the domain reference \(\varphi_s\) becomes \(-\tfrac\delta2\) to first order. The extra wall energy is \(\tfrac\delta2\int(1-p^2)\,dy\). Because \(u(y_0+z)+u(y_0-z)=1\) for one interface, the integral equals \(d\), with no added constant.

**Balance.** The wall energy in units of \(a_cP_c^2\xi_c\) is

\[
E(d)=\tfrac12+\tfrac\delta2d+2e^{-d}.
\]

Setting \(dE/dd=0\) gives \(2e^{-d}=\delta/2\), so \(d=\ln(4/\delta)\). This is a minimum, because \(E''=2e^{-d}>0\). The wall energy there is

\[
\sigma\simeq a_cP_c^2\xi_c\Big[\tfrac12+\tfrac\delta2\Big(\ln\frac4\delta+1\Big)\Big].
\]

A separate minimization of the discretized energy at \(\delta=10^{-4}\), started from a plain tanh, gave \(d=10.596\,\xi_c\); \(\ln(4/\delta)\) is 10.597.

## What each derivation assumes

Both treat a flat wall in mean field, with one polarization component and a continuous medium.

The first needs the sextic polynomial, whose factorization makes the integral elementary. In return it holds for all \(T<T_c\) and locates the shoulder at \(T_0\). The second needs \(\delta\ll1\) and well-separated interfaces. It uses only the curvature of the energy at \(P=0\), the tail amplitude and the layer cost. Another even energy with a first-order transition and a quadratic minimum at \(P=0\) would therefore keep the logarithm and its prefactor \(\xi_c\), while the number 4 could change.

Both also assume that the layer can take its own spontaneous strain. A thin layer between thick domains must instead keep the domains' strain in the wall plane. For one mismatched component, with strain \(s\) between the phases and elastic modulus \(Y\), this adds \(\tfrac12Ys^2(P^2-P_s^2)^2/P_c^4\). In scaled form the addition is

\[
\tfrac\kappa2(u_s-u)^2,\qquad \kappa=\frac{Ys^2}{a_cP_c^2}.
\]

The first derivation absorbs it exactly through \(q\to q+\kappa\). In the second, the layer cost becomes \((\delta+\kappa)/2\), so \(d\simeq\ln[4/(\delta+\kappa)]\) for small \(\kappa\). Either way the width stays finite at \(T_c\). There \(u_s=1\) and \(q=0\), so two slope maxima require \(\kappa<\tfrac12\).

## A film in the hafnia-zirconia regime

Take round model parameters: \(T_0=400\) K, \(T_c=700\) K, paraelectric susceptibility 250 at \(T_c\), \(P_c=17\) µC/cm² and \(g=3\times10^{-10}\) J m³/C². Then \(a_c=1/(250\,\varepsilon_0)=4.52\times10^8\) J m/C² and

\[
\xi_c=\sqrt{\frac{3\times10^{-10}}{4.52\times10^{8}}}\ \text{m}=0.815\ \text{nm}.
\]

The profile formula gives:

| T (K) | Λ | d (nm) | d₁₀ (nm) | σ (mJ/m²) |
|---|---|---|---|---|
| 300 | 2.71 | 1.17 | 0.15 | 24.8 |
| 400 | 3.00 | 1.31 | 0.17 | 20.9 |
| 600 | 5.12 | 2.00 | 0.29 | 11.9 |
| 690 | 32.2 | 3.85 | 0.86 | 6.35 |
| 699 | 302 | 5.77 | 2.15 | 5.46 |

At 699 K, \(\delta=1/300\), and the law gives \(0.815\ln1200=5.78\) nm. With a single-interface energy of 2.66 mJ/m², the energy unit is \(4\times2.66=10.64\) mJ/m², and the second derivation gives

\[
\sigma=10.64\,\big[0.5+\tfrac1{600}(7.09+1)\big]=5.46\ \text{mJ/m}^2,
\]

in agreement with the table. At 690 K the slope has two maxima, but \(d_{10}\) is only 0.86 nm: a pronounced shoulder rather than a developed layer.

Real hafnia-zirconia capacitors have films near 10 nm, polarizations of roughly 20 µC/cm² and coercive fields of roughly 1 MV/cm. The model gives 20.2 µC/cm² at 300 K and 1.1 MV/cm for uniform switching. Real films normally switch by nucleation and wall motion instead, so the similar field does not validate the parameters. Its paraelectric susceptibility of 250 is far above the few tens typical of the nonpolar tetragonal phase. At fixed \(g\), a value of 40 would multiply \(\xi_c\) by \(\sqrt{40/250}=0.4\), to 0.33 nm, below the roughly 0.5 nm unit cell, where a continuum wall is doubtful. A single component also omits hafnia's nonpolar distortions. At 300 K and with ideal screening the model is below its \(T_0\), so its wall is unsplit.

Elastic clamping removes the layer for these parameters. With rough values \(Y=200\) GPa and \(s=0.5\%\), \(\kappa=5.0\times10^6/1.31\times10^7=0.38\). At 699 K, \(d\) falls from 5.8 to 1.9 nm, and it is still 1.9 nm at \(T_c\). This is no longer a paraelectric layer: \(d_{10}\) falls from 2.15 to 0.26 nm, and the largest slope exceeds the central one by only 1%. The condition \(u_s>2(q+\kappa)\) moves the onset of the two slope maxima from 400 K to about 650 K. Above \(s=0.57\%\) even the two slope maxima are lost at \(T_c\); at \(s=1\%\) the wall at 699 K is a single step with \(d=1.1\) nm. The logarithmic growth appears only for \(\kappa\ll\delta\ll1\), which these values do not allow.

Two further effects are left out of the ideal law:

- **Thermal ripples.** Equipartition gives one interface the mean-square displacement \(\frac{k_BT}{2\pi\sigma_i}\ln\frac L{\xi_c}\), where \(\sigma_i\) is its energy per area. This counts wave numbers from \(2\pi/L\) to \(2\pi/\xi_c\). For a patch of \(L=10\) nm near \(T_c\) it gives an rms roughness of 1.2 nm; other choices of cutoff and mode counting give 0.6 to 1.3 nm, so the roughness is comparable to \(\xi_c\). The estimate omits the bound charge of tilted interfaces, which would reduce it.
- **Electrode screening.** A screening length \(\lambda=0.01\) nm at each electrode adds \(2\lambda/(\varepsilon_0t)\) to \(a\) for a uniform domain in a film of thickness \(t=10\) nm. This lowers its \(T_0\) and \(T_c\) by \(2\lambda C/t=150\) K. The shifted values are \(T_0=250\) K and \(T_c=550\) K. A uniform polar state would then be only metastable at 600 K and would no longer exist at 690 or 699 K. All rows of the table assume ideal screening. The effect on the wall itself is not calculated here.

For these model parameters, pinning by a 0.5 nm lattice, estimated from a discrete chain, is small: about 0.1% of the wall energy at 300 K (0.13% with nearest-neighbour differences, 0.11% with a fourth-order stencil). This does not carry over to walls about one unit cell thick: with the susceptibility 40 used above, the same chain gives 26% and 14% for the two stencils. The numerical output lists the remaining values.

## Computed results

```
T0 = 400 K, Tc = 700 K, Curie constant = 75000 K
susceptibility at Tc, paraelectric = 250
Pc = 17.0 uC/cm2, g = 3.00e-10 J m^3/C^2
a_c = 4.5176e+08 J m/C^2
b = 6.2528e+10 J m^5/C^4, c = 1.6227e+12 J m^9/C^6
xi_c = 0.8149 nm
single interface energy = 2.660 mJ/m2
relative permittivity at 300 K = 20.8
uniform switching field at 300 K = 1.11 MV/cm
T(K)  Ps(uC/cm2)  xi(nm)  Lam  d(nm)  d10(nm)  sigma(mJ/m2)
300.0  20.20  0.459  2.71  1.168  0.151  24.829
400.0  19.63  0.499  3.00  1.314  0.173  20.882
600.0  18.14  0.642  5.12  1.998  0.290  11.916
690.0  17.14  0.789  32.23  3.848  0.858  6.351
699.0  17.01  0.812  302.25  5.766  2.152  5.463
699.9  17.00  0.815  3002.25  7.652  3.922  5.338
logarithmic law, d at 690.0 K = 3.901 nm
logarithmic law, d at 699.0 K = 5.778 nm
logarithmic law, d at 699.9 K = 7.654 nm
limit of d - d10 = 3.745 nm
growth of d per tenfold smaller Tc-T = 1.876 nm
x(nm)  P at 300 K  P at 699 K (uC/cm2)
0.0  0.000  0.000
0.5  12.629  0.641
1.0  18.902  1.527
2.0  20.183  5.405
3.0  20.201  12.864
4.0  20.201  16.496
6.0  20.201  17.010
elastic input: modulus 200 GPa, mismatch 0.50 %
clamped wall at 300 K: Lam = 2.17, d = 1.000 nm
clamped wall at 699 K: Lam = 3.59, d = 1.930 nm
clamped wall at 700 K: Lam = 3.61, d = 1.938 nm
largest mismatch with two slope maxima at Tc = 0.571 %
lattice pinning at 300 K, cell 0.5 nm = 0.13 % of wall energy
lattice pinning at 690 K, cell 0.5 nm = 0.008 % of wall energy
rms thermal roughness of one interface near Tc, 10 nm patch = 1.20 nm
screening length per electrode = 0.01 nm
screening shift for a uniform domain = 150 K
test: largest profile error = 5.9e-05 Pc
test: relaxed wall at (Tc-T)/(Tc-T0) = 0.0010: d = 8.2886 xi_c, d-d10 = 4.5435 xi_c
test: relaxed wall at (Tc-T)/(Tc-T0) = 0.0001: d = 10.5959 xi_c, d-d10 = 4.5898 xi_c
test: limit of d-d10 = 4.5951 xi_c
test: repulsion, computed/formula = 0.99873
```
